\section*{Thermal multiphonon lineshape of equal-frequency displaced oscillators in Bessel form, part 1}

(Sections cited here and not found follow in the second part.)

\section{Symmetry, generating function and the Bessel form}

The lineshape $G(\varepsilon)$ of a transition that hands an electronic energy $\varepsilon$ to a lattice is a density per unit energy. Suppose that every lattice mode has the same angular frequency $\omega$ and that the transition merely shifts the minima of the oscillators. Then $G$ can depend on $\hbar\omega$, on the thermal energy $k_BT$, on $\varepsilon$ and on the shifts. Three symmetries narrow this down: a rotation among the modes reduces all the shifts to one number, the equal spacing of the levels turns $G$ into a comb of lines, and a reflection that exchanges the two wells fixes how the line strengths depend on the sign of the energy released.

The physical setting is the capture of a carrier from the channel of a transistor by a defect in the gate oxide. State $i$ has the carrier in one given reservoir state; state $f$ has it on the defect. Let $Q_k$ be mass-weighted normal coordinates and $\Pi_k$ their momenta. The lattice Hamiltonians in the two electronic states are
\begin{align}
H_i&=\sum_k\left[\tfrac12\Pi_k^2+\tfrac12\omega^2Q_k^2\right],\\
H_f&=\sum_k\left[\tfrac12\Pi_k^2+\tfrac12\omega^2(Q_k-D_k)^2\right]-\varepsilon .
\end{align}
Here $\varepsilon$ is the energy difference between the two minima, positive when capture releases energy. It is not the vertical energy difference at fixed $Q_k$. The model assumes harmonic wells and the same normal coordinates and frequency in both states.

The sums $\sum_k\Pi_k^2$ and $\sum_kQ_k^2$ do not change under a rotation of the coordinates. The first axis can therefore be turned along the vector of shifts, whose length is $D=(\sum_kD_k^2)^{1/2}$. All other rotated modes have identical Hamiltonians in the two states, so their quantum numbers cannot change, and they drop out. The thermal state is a function of $H_i$ and respects the same rotation. One mode with shift $D$ remains, and its dimensionless strength is the Huang--Rhys factor
\begin{equation}
S=\frac{\omega D^2}{2\hbar}=\sum_k\frac{\omega D_k^2}{2\hbar}.
\label{S}
\end{equation}
The energy needed to displace the final-state oscillator from its minimum to the initial minimum is the reorganization energy
\begin{equation}
\lambda=\tfrac12\omega^2D^2=S\hbar\omega .
\end{equation}
With unequal frequencies the rotation would not leave the potentials invariant, and a single number $S$ would not suffice.

Let $|m;i\rangle$ and $|m';f\rangle$ be the oscillator states of the two wells. For a weak electronic matrix element $V$ that does not depend on the lattice coordinates (the Condon approximation), the golden rule gives
\begin{align}
\Gamma&=\frac{2\pi}{\hbar}|V|^2G(\varepsilon),\label{golden}\\
G(\varepsilon)&=\sum_{m,m'}P_m|\langle m';f|m;i\rangle|^2\,\delta(E_{m,i}-E_{m',f}).
\end{align}
The energies are $E_{m,i}=\hbar\omega(m+\frac12)$ and $E_{m',f}=\hbar\omega(m'+\frac12)-\varepsilon$. Their zero-point parts cancel because the frequencies are equal, which leaves $\delta(\varepsilon-(m'-m)\hbar\omega)$. Collecting the terms with the same $p=m'-m$ gives
\begin{align}
G(\varepsilon)&=\sum_{p=-\infty}^{\infty}W_p\,\delta(\varepsilon-p\hbar\omega),\label{comb}\\
W_p&=\sum_{m\ge\max(0,-p)}P_m|\langle m+p;f|m;i\rangle|^2 .\label{FC}
\end{align}
The integer $p$ is the net number of quanta given to the lattice. The lattice is taken to be in thermal equilibrium before the transition. With
\begin{equation}
x=\frac{\hbar\omega}{k_BT},\qquad n=\frac1{e^x-1},
\end{equation}
the level probabilities are $P_m=(1-e^{-x})e^{-xm}$. The definition of $n$ also gives $(n+1)/n=e^x$.

The reflection $Q\to D-Q$ exchanges the two wells. It maps $|m;i\rangle$ to $|m;f\rangle$ up to a sign, and conversely, so $|\langle l;f|m;i\rangle|=|\langle m;f|l;i\rangle|$. In the sum for $W_{-p}$ put $m=l+p$. Then
\begin{equation}
W_{-p}=\sum_lP_{l+p}|\langle l;f|l+p;i\rangle|^2
=e^{-px}\sum_lP_l|\langle l+p;f|l;i\rangle|^2=e^{-px}W_p .
\label{db}
\end{equation}
It follows that $W_p=e^{px/2}$ times an even function of $p$. What remains is to find this even function of $p$, which depends on $S$ and $x$ alone.

Introduce the lowering operator $a$ of the initial well through $Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$, with $[a,a^\dagger]=1$ and $N=a^\dagger a$. In the final well the coordinate $Q-D$ takes the place of $Q$, while the momentum is unchanged. The lowering operator of that well is therefore
\begin{equation}
b=a-\sqrt{\frac{\omega}{2\hbar}}\,D=a-\sqrt S .
\end{equation}
Define the unitary operator
\begin{equation}
U(\alpha)=\exp(\alpha a^\dagger-\alpha^*a),\qquad U^\dagger(\alpha)=U(-\alpha).
\end{equation}
Since $[\alpha a^\dagger-\alpha^*a,\,a]=-\alpha$ is a number, the commutator series for $U(\alpha)aU(-\alpha)$ stops after its first term and gives $a-\alpha$. With $s=\sqrt S$ we thus have $b=U(s)aU(-s)$. The number operator of the final well and its eigenstates are
\begin{equation}
N_f=b^\dagger b=U(s)NU(-s),\qquad |m;f\rangle=U(s)|m;i\rangle .
\end{equation}

The weights are the Fourier coefficients of the generating function $\Phi(\theta)=\sum_pW_pe^{ip\theta}$. This series converges absolutely, because the $W_p$ are non-negative and completeness of the final states makes their sum equal to one. Insert the definition of $W_p$, write $e^{ip\theta}=e^{-im\theta}e^{im'\theta}$, and carry out the sum over $m'$:
\begin{equation}
\Phi(\theta)=\sum_mP_m\langle m|e^{-i\theta N}e^{i\theta N_f}|m\rangle
=\left\langle e^{-i\theta N}U(s)e^{i\theta N}U(-s)\right\rangle .
\label{trace}
\end{equation}
The states are now those of the initial well, and angle brackets without labels denote the thermal average. Acting on a number state shows that $e^{-i\theta N}a^\dagger e^{i\theta N}=e^{-i\theta}a^\dagger$, since $a^\dagger$ raises $N$ by one. The adjoint relation is $e^{-i\theta N}a\,e^{i\theta N}=e^{i\theta}a$. The first three factors in (\ref{trace}) therefore combine to $U(se^{-i\theta})$.

The product of two such operators requires one identity. Let $A$ and $B$ have a commutator $c=[A,B]$ that is a number, and let $F(\tau)=e^{\tau A}e^{\tau B}$. Differentiation gives
\begin{equation}
F'(\tau)=\left(A+e^{\tau A}Be^{-\tau A}\right)F(\tau)=(A+B+\tau c)F(\tau).
\end{equation}
The solution with $F(0)=1$ is $F(\tau)=\exp[\tau(A+B)+\tau^2c/2]$. At $\tau=1$ this reads
\begin{equation}
e^Ae^B=e^{A+B}e^{c/2}.
\label{bch}
\end{equation}
For $A=\alpha a^\dagger-\alpha^*a$ and $B=\beta a^\dagger-\beta^*a$ the commutator is $c=\alpha\beta^*-\alpha^*\beta$. With $\alpha=se^{-i\theta}$ and $\beta=-s$,
\begin{equation}
\tfrac12c=\tfrac12S\left(-e^{-i\theta}+e^{i\theta}\right)=iS\sin\theta .
\end{equation}
Hence
\begin{equation}
\Phi(\theta)=e^{iS\sin\theta}\langle U(\gamma)\rangle,\qquad
\gamma=s(e^{-i\theta}-1),\qquad |\gamma|^2=2S(1-\cos\theta).
\label{phase}
\end{equation}

To average $U(\gamma)$, apply (\ref{bch}) with $A=\gamma a^\dagger$ and $B=-\gamma^*a$. Here $c=-|\gamma|^2[a^\dagger,a]=|\gamma|^2$, so
\begin{equation}
U(\gamma)=e^{-|\gamma|^2/2}e^{\gamma a^\dagger}e^{-\gamma^*a}.
\end{equation}
In a diagonal matrix element the powers of $a^\dagger$ and $a$ must match. Expanding both exponentials gives
\begin{equation}
\langle m|e^{\gamma a^\dagger}e^{-\gamma^*a}|m\rangle
=\sum_{j=0}^{m}\frac{(-|\gamma|^2)^j}{(j!)^2}\,\frac{m!}{(m-j)!}.
\end{equation}
The thermal average of the last factor follows by differentiating the geometric series $j$ times. With $r=e^{-x}$,
\begin{equation}
(1-r)\sum_{m\ge j}\frac{m!}{(m-j)!}r^m
=(1-r)\,r^j\frac{d^j}{dr^j}\frac1{1-r}
=j!\left(\frac r{1-r}\right)^j=j!\,n^j .
\end{equation}
Summing over $m$ first leaves $\sum_j(-|\gamma|^2n)^j/j!=e^{-n|\gamma|^2}$. The order of the sums may be exchanged because the same double sum with all terms made positive converges, to $e^{n|\gamma|^2}$. The thermal average is therefore
\begin{equation}
\langle U(\gamma)\rangle=\exp\left[-|\gamma|^2\left(n+\tfrac12\right)\right].
\end{equation}
The term $\frac12$ comes from zero-point motion and survives at $T=0$; the term $n$ comes from thermal motion.

Insert this in (\ref{phase}) and write $\cos\theta$ and $i\sin\theta$ in terms of exponentials. The coefficient of $e^{i\theta}$ is $S[(2n+1)+1]/2=S(n+1)$, and that of $e^{-i\theta}$ is $S[(2n+1)-1]/2=Sn$. Thus
\begin{align}
\Phi(\theta)&=\exp\left[-S(2n+1)(1-\cos\theta)+iS\sin\theta\right]\label{trig}\\
&=\exp\left\{S\left[(n+1)e^{i\theta}+ne^{-i\theta}-(2n+1)\right]\right\}.
\label{Phi}
\end{align}
The same formula shows the reduction to one mode in another way. For independent modes the generating functions multiply; at equal frequency they share $n$ and $\theta$, so their exponents add and the separate factors $S_k$ enter through their sum.

For integer $p$ the modified Bessel function is
\begin{equation}
I_p(z)=\sum_{j=0}^{\infty}\frac{(z/2)^{2j+|p|}}{j!\,(j+|p|)!},\qquad I_{-p}(z)=I_p(z).
\label{bessel}
\end{equation}
Multiplying the series of $e^{zu/2}$ and $e^{z/(2u)}$ and collecting the terms with the same net power of $u$ gives
\begin{equation}
\exp\left[\frac z2\left(u+\frac1u\right)\right]=\sum_{p=-\infty}^{\infty}I_p(z)u^p .
\label{laurent}
\end{equation}
The double series converges absolutely for every $u\ne0$, so the terms may be regrouped. To match (\ref{Phi}) we need $zu/2=S(n+1)e^{i\theta}$ and $z/(2u)=Sne^{-i\theta}$. The product and the quotient of these conditions give
\begin{equation}
z=2S\sqrt{n(n+1)},\qquad u=e^{i\theta}\sqrt{\frac{n+1}{n}} .
\end{equation}
Fourier coefficients are unique, and therefore
\begin{equation}
W_p=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}
I_p\left(2S\sqrt{n(n+1)}\right).
\label{main}
\end{equation}
The middle factor is $e^{px/2}$, and the other two are even in $p$, as the reflection argument required.

The factors can be checked at small $S$. To first order, $I_1(z)=z/2$ gives $W_1=S(n+1)$ and $W_{-1}=Sn$, while $W_0=1-S(2n+1)$. These are the familiar strengths of one-phonon emission and absorption, and they sum to one.

The comb (\ref{comb}) is not yet a rate. A delta function at fixed $\varepsilon$ gives either zero or infinity, so a finite rate needs a source of broadening that the single-frequency model lacks. The convention used here averages $G$ over one phonon spacing centred on a line:
\begin{equation}
\Gamma_p=\frac{2\pi}{\hbar}|V|^2\frac{W_p}{\hbar\omega}.
\label{rate}
\end{equation}
This coarse-graining is an added assumption. It is exact for an electronic energy spread uniformly over one phonon spacing around the line. Other kinds of broadening, including a spread of phonon frequencies, generally give a different rate. In the tail of the distribution the difference can be large, because a broadening function with long wings brings in the much stronger lines near the centre. The convention also cannot describe a spectrum in which the individual phonon lines are resolved.

The strength of every phonon line is now known in closed form, and averaging over one phonon spacing, an added assumption, turns it into a rate. What remains is to examine the low-temperature and classical limits, the activation energy, the reverse process of emission and the response to a gate bias.
